\section*{Why PAW phonons need the response of the one-centre strengths}

\section{Result}

In both the ultrasoft and the projector augmented-wave (PAW) methods the nonlocal operator is $\sum_{ij}|p_i\rangle D_{ij}\langle p_j|$, and in both $D_{ij}$ changes when an atom moves, because it contains the integral of the effective potential over a compensation charge $\hat Q_{ij}$. PAW phonons are nevertheless not ultrasoft phonons with other $\hat Q_{ij}$. In PAW a second part of $D_{ij}$, the one-centre strength $D^1_{ij}$, depends on the one-centre occupancies $\rho_{ij}$ and responds to their change $\rho'$. In the ultrasoft method this part is a fixed table.

Suppose $D^1$ is frozen at its true ground-state value. The forces at that geometry are then correct, and so is the energy once a constant is added, but the force constant $C$ is not:
\begin{equation}
C_{\rm PAW}-C_{\rm frozen}=\sum_a \rho'^{a}_{\rm frozen}\cdot K^a\cdot\rho'^{a}_{\rm PAW},
\qquad K_{ij,kl}=\frac{\partial D^1_{ij}}{\partial\rho_{kl}} .
\label{main}
\end{equation}
The sum runs over atoms, the dots over index pairs, and a prime is the total derivative with respect to a displacement $\lambda$. At displacement $\lambda$ the PAW energy minus the frozen one is $\tfrac12\lambda^2$ times \eqref{main} to leading order, hence second order in the occupancy change.

\section{The functional}

With smooth orbitals $\psi_n$, occupations $f=2$ and kinetic operator $T=-(\hbar^2/2m)\nabla^2$, define
\begin{align}
\rho^a_{ij}&=f\sum_n\langle\psi_n|p^a_i\rangle\langle p^a_j|\psi_n\rangle,\qquad
n=f\sum_n|\psi_n|^2+\sum_{a,ij}\rho^a_{ij}\hat Q^a_{ij},\\
E&=f\sum_n\langle\psi_n|T|\psi_n\rangle+\int v_{\rm ion}n+F[n]+\sum_aG_a(\rho^a)+E_{\rm ion}.
\label{energy}
\end{align}
Here $F$ is the Hartree plus exchange-correlation energy. The orbitals obey $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$, with $S=1+\sum|p_i\rangle q_{ij}\langle p_j|$ and $q_{ij}=\int\hat Q_{ij}$. All-electron partial waves $\phi_i$ and smooth ones $\tilde\phi_i$ give the one-centre densities $n^1=\sum\rho_{ij}\phi_i\phi_j$ and $\tilde n^1=\sum\rho_{ij}\tilde\phi_i\tilde\phi_j$. With $\hat n=\sum\rho_{ij}\hat Q_{ij}$ on the same atom,
\begin{equation}
G(\rho)=\sum_{ij}L_{ij}\rho_{ij}+F[n^1]-F[\tilde n^1+\hat n].
\label{G}
\end{equation}
The constants $L_{ij}$ hold the differences of kinetic and ionic energy. Since $F$ is not linear, $D^1_{ij}=\partial G/\partial\rho_{ij}$ in general depends on $\rho$; an exception is $\tilde n^1+\hat n=n^1$, where the two $F$ terms cancel. An ultrasoft functional has the form \eqref{energy} with $G$ linear in $\rho$, apart from a possible constant.

\section{Counter-example}

\subsection{Model}

A one-dimensional crystal has atoms A and B at one quarter and three quarters of a cell of 6.5 bohr. Two doubly occupied orbitals are taken at $\Gamma$. All parameters are chosen for the model, and lengths below are in bohr.

Electrons repel through $e^2{\rm e}^{-x^2/2\ell^2}/\sqrt{x^2+a^2}$ with $\ell=3$, $a=1$. An ion attracts them with $-2$ times this form, with $a=0.7$ for A and $0.9$ for B. Ions repel through $4e^2{\rm e}^{-x^2/2\ell^2}/|x|$. Periodic images are summed. The exchange-like energy is $-\int An^2/(1+Bn)\,dx$, with $A=0.4$ hartree\,bohr and $B=0.2$ bohr.

Each atom has an even ($i=0$) and an odd ($i=1$) partial wave:
\[
\tilde\phi_0=\pi^{-1/4}{\rm e}^{-x^2/2},\quad
\tilde\phi_1=\sqrt2\,\pi^{-1/4}x\,{\rm e}^{-x^2/2},\quad
\phi_i=\tilde\phi_i+\beta\,(x/r)^i{\rm e}^{-x^2/2r^2},
\]
with $r=0.4$ and $\beta=0.4$ (A), $0.3$ (B). The projectors are $p_i\propto x^i{\rm e}^{-x^2/2(0.5)^2}$ with $\langle p_i|\tilde\phi_i\rangle=1$. The charges $\hat Q_{ij}$ are built from a Gaussian of width 0.6 and its derivative, and carry the charge and dipole of $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. In $L_{ij}$ the all-electron ion has an extra well $-w\,{\rm e}^{-x^2/2r^2}$, with $w=0.7$ (A) and $0.5$ hartree (B).

The equations were solved self-consistently on a 48-point Fourier grid. The gap at $\Gamma$ is 1.01 hartree.

\subsection{Two force constants}

Atom A is displaced by $\lambda$ with B fixed. The energy is computed twice: from \eqref{energy}, and with each $G$ replaced by its tangent at the undisplaced occupancies $\rho_0$,
\begin{equation}
G_{\rm lin}(\rho)=G(\rho_0)+D^1(\rho_0)\cdot(\rho-\rho_0).
\label{lin}
\end{equation}
The second functional is of ultrasoft form, with the same projectors, the same $\hat Q_{ij}$ and the same ground state at $\lambda=0$. Five-point second differences of the self-consistent energies, with steps of 0.03 bohr, give
\[
C_{\rm PAW}=0.0359578,\qquad C_{\rm frozen}=0.0359718\ \text{hartree/bohr}^2 ,
\]
a difference of $-1.40\times10^{-5}$ hartree/bohr$^2$.

Both sites are inversion centres. An odd displacement therefore changes, to first order, only the even-odd elements $\rho_{01}=\rho_{10}$. The linear-response equations of the last section give these values:
\begin{center}
\begin{tabular}{lccc}
atom & $K_{01,01}$ (hartree) & $\rho'_{01}$ frozen (1/bohr) & $\rho'_{01}$ PAW (1/bohr)\\
A & $-0.04036$ & $-0.00887$ & $-0.00945$\\
B & $-0.02534$ & $-0.00214$ & $-0.00233$
\end{tabular}
\end{center}
The pairs 01 and 10 on each side of $K$ give a factor 4 in \eqref{main}:
\begin{align*}
\text{A: }&4(-0.04036)(-0.00887)(-0.00945)=-1.35\times10^{-5},\\
\text{B: }&4(-0.02534)(-0.00214)(-0.00233)=-0.05\times10^{-5}.
\end{align*}
The sum, $-1.40\times10^{-5}$ hartree/bohr$^2$, is the difference found from the energies.

At $\lambda=0.01$ bohr the PAW energy lies below the linearised one by $7.02\times10^{-10}$ hartree, which is $\tfrac12(0.01)^2(1.404\times10^{-5})$. Doubling the displacement multiplies this by 4.00.

\subsection{Size of the effect}

The missing term is 0.04\,\% of $C_{\rm PAW}$. In other units the force constants are 3.494 (PAW) and 3.496 eV/\AA$^2$ (frozen). With masses of 20 and 10 u the frequencies of the relative motion are 11.318 and 11.320 THz. The effect is small here because the occupancy response is small and enters twice. These numbers are no forecast for a real solid.

The strength itself is affected more. For $D_{01}$ on A, the motion of $\hat Q$ contributes $0.3193$, the change of potential $-0.3233$, and $K\rho'$ contributes $2(-0.04036)(-0.00945)=0.0008$ hartree/bohr. The first two nearly cancel. The net response is $-0.0032$ hartree/bohr, and the one-centre term is about a quarter of that in magnitude, with opposite sign.

The kernel is also a difference of opposing parts. On A its Hartree part is $+0.0237$ hartree, so exchange-correlation supplies $-0.0640$ hartree. These figures are for $K_{01,01}$. The matrix $K$ is indefinite ($K_{00,00}=+0.062$ hartree on A), so the sign of the error depends on the system and on which occupancies the displacement changes. With the exchange-like parameter lowered to $A=0.1$ hartree\,bohr, $K_{01,01}$ on A becomes $+0.0075$ hartree and the difference $+1.6\times10^{-5}$ hartree/bohr$^2$.

\section{General statement and proof}

Assume a gapped system with fixed occupations, a smooth functional, and a ground state that is a nondegenerate minimum of both functionals. Then \eqref{main} holds for any displacement pattern, and the energy and force at $\lambda=0$ are the same in both functionals.

\subsection{Free variables}

The overlap $S$ depends on $\lambda$, so the constraint moves with the atoms. It is removed by a parametrisation. Let $\Psi_0$ be the matrix of occupied orbitals at $\lambda=0$ and $\Psi_e$ that of the empty ones, and set
\[
\Psi(z,\lambda)=M\,(M^\dagger S(\lambda)M)^{-1/2},\qquad M=\Psi_0+\Psi_eZ .
\]
Then $\Psi^\dagger S\Psi=1$ for every $\lambda$ and every small matrix $Z$, whose real and imaginary parts form the free vector $z$. Rotations among occupied orbitals, which leave $E$ unchanged, are not in $z$.

Let $E_{\rm lin}(z,\lambda)$ be the frozen functional. At $z=\lambda=0$ define
\[
A=\partial_z^2E_{\rm lin},\quad b=\partial_z\partial_\lambda E_{\rm lin},\quad c=\partial_\lambda^2E_{\rm lin},\quad
R=\partial_z\rho,\quad g=\partial_\lambda\rho|_z .
\]
The PAW functional adds $\sum_a(G-G_{\rm lin})$. By \eqref{lin} this has zero value and zero gradient at $\rho_0$, which proves that the ground state, energy and force agree. Its second derivative with respect to $\rho$ is $K$, so PAW has
\[
A+R^{T}KR,\qquad b+R^{T}Kg,\qquad c+g\cdot Kg
\]
in place of $A$, $b$, $c$.

\subsection{The difference}

The minimum condition $\partial_zE=0$ holds along the whole path. Its derivative at $\lambda=0$ is, for the two functionals,
\begin{align}
Az_0'+b&=0,\label{z0}\\
Az_1'+b+R^{T}K(g+Rz_1')&=0,\label{z1}
\end{align}
with 0 for frozen and 1 for PAW. The total occupancy responses are $\rho_0'=g+Rz_0'$ and $\rho_1'=g+Rz_1'$. Subtracting \eqref{z0} from \eqref{z1},
\begin{equation}
A(z_1'-z_0')=-R^{T}K\rho_1'.\label{dz}
\end{equation}
Since $\partial_zE=0$, the force follows from $dE/d\lambda=\partial_\lambda E$. One more derivative gives $C=\partial_\lambda^2E+(\partial_z\partial_\lambda E)\cdot z'$, so
\begin{align*}
C_{\rm frozen}&=c+b\cdot z_0',\\
C_{\rm PAW}&=c+g\cdot Kg+(b+R^{T}Kg)\cdot z_1'=c+b\cdot z_1'+g\cdot K\rho_1'.
\end{align*}
The last step uses the symmetry of $K$. In the difference, insert $b=-Az_0'$, the symmetry of $A$, and \eqref{dz}:
\begin{align*}
C_{\rm PAW}-C_{\rm frozen}&=-z_0'\cdot A(z_1'-z_0')+g\cdot K\rho_1'\\
&=(Rz_0')\cdot K\rho_1'+g\cdot K\rho_1'=\rho_0'\cdot K\rho_1' .
\end{align*}
This is \eqref{main}. One factor is the frozen response and the other the PAW response. Using the frozen one twice gives $-1.32\times10^{-5}$ in the model, and the PAW one twice $-1.50\times10^{-5}$ hartree/bohr$^2$.

\subsection{Limits and related cases}

If $\hat Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$ without pseudisation, then $\tilde n^1+\hat n=n^1$. The two $F$ terms in \eqref{G} cancel, $G$ is linear and $K=0$. In this limit PAW does reduce to an ultrasoft functional. This requires exchange-correlation in the smooth part to act on the density including $\hat n$, as in \eqref{energy}.

It does not follow that the force constant is unchanged by going to this limit. In the model it becomes 0.068 instead of 0.036 hartree/bohr$^2$. Let $\delta=n^1-\tilde n^1-\hat n$ on one atom. The exchange-correlation terms of the two functionals agree if, wherever $\delta\neq0$, $\tilde n^1$ reproduces the smooth density $f\sum_n|\psi_n|^2$ and the $\hat n$ and $\delta$ of all other atoms vanish. The Hartree and ionic terms differ by the interaction of $\delta$ with the other ions and with the electron charge not contained in $\tilde n^1+\hat n$, so they agree if, in addition, $\delta$ produces no potential outside that region. Neither condition holds in the model: there are only two partial waves per atom, and $\hat Q_{ij}$ matches only charge and dipole while the softened, screened interaction also feels higher moments of $\delta$. The calculation does not separate the two causes.

Strengths tabulated for a reference atom bring a different error, since they also alter the ground state. With occupancies taken from cells containing one atom each, the model gives $C=0.0359393$ hartree/bohr$^2$. This is below the PAW value, while freezing at the true occupancies gives a value above it.

The missing term vanishes if symmetry forbids any $\rho'$. With only even projectors it would vanish in the symmetric model, although the crystal still responds. In a metal the occupations respond too, and the proof would have to include them among the variables.

\section{Where the term enters a phonon calculation}

Varying \eqref{energy} with respect to $\langle\psi_n|$, with $v=v_{\rm ion}+\delta F/\delta n$, gives
\[
H=T+v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad D_{ij}=\int v\,\hat Q_{ij}+D^1_{ij}(\rho).
\]
The product and chain rules then give
\begin{align}
D_{ij}'&=\int v\,\hat Q_{ij}'+\int v'\hat Q_{ij}+\sum_{kl}K_{ij,kl}\rho_{kl}',\label{Dp}\\
H'&=v'+\sum_{ij}\bigl(|p_i'\rangle D_{ij}\langle p_j|+|p_i\rangle D_{ij}\langle p_j'|+|p_i\rangle D_{ij}'\langle p_j|\bigr).
\end{align}
Write $\psi_n'=\sum_m\psi_mU_{mn}$. Differentiating $H\psi_n=\varepsilon_nS\psi_n$ and projecting on an empty state $m$ gives
\[
U_{mn}=\frac{\langle\psi_m|H'-\varepsilon_nS'|\psi_n\rangle}{\varepsilon_n-\varepsilon_m}.
\]
For occupied $m$, orthonormality requires $U_{mn}+U_{nm}^*=-\langle\psi_m|S'|\psi_n\rangle$. The choice $U_{mn}=-\tfrac12\langle\psi_m|S'|\psi_n\rangle$ satisfies it, and the remaining freedom does not affect the density. The orbitals give $n'$ and $\rho'$, which return to $v'$ and \eqref{Dp}. This linear system was solved for the table above.

The kernel appears a second time in the derivative of the force. Let $\partial_\lambda$ act at fixed orbitals. The orbital change adds
\[
f\sum_n\bigl(\langle\psi_n'|H|\psi_n\rangle+{\rm c.c.}\bigr)
=f\sum_n\varepsilon_n\bigl(\langle\psi_n'|S|\psi_n\rangle+{\rm c.c.}\bigr)
=-f\sum_n\varepsilon_n\langle\psi_n|S'|\psi_n\rangle ,
\]
where the last step differentiates the normalisation. Hence
\[
\frac{dE}{d\lambda}=E_{\rm ion}'+\int v_{\rm ion}'n+\int v\,\partial_\lambda n+\sum_aD^1\cdot\partial_\lambda\rho-f\sum_n\varepsilon_n\langle\psi_n|S'|\psi_n\rangle .
\]
This form assumes eigenstates. With the choice $U_{mn}=-\tfrac12\langle\psi_m|S'|\psi_n\rangle$ the displaced occupied orbitals do not diagonalise $H$, so before differentiating again the last term must be written as $-f\sum_{mn}\Lambda_{mn}\langle\psi_n|S'|\psi_m\rangle$, with $\Lambda_{mn}=\langle\psi_m|H|\psi_n\rangle$ over occupied states, and the off-diagonal $\Lambda'_{mn}$ must be kept. The total derivative is then $C$. The fourth term contributes $(K\rho')\cdot\partial_\lambda\rho$. The last term also contains $K\rho'$, because $\Lambda'_{mn}$ includes $\langle\psi_m|H'|\psi_n\rangle$ and hence $D'$. At the symmetric geometry of the model both occupied orbitals are even about A, $\langle\psi_n|S'|\psi_m\rangle=0$, and the $\Lambda'$ terms drop out; off centre they do not. An ultrasoft phonon code extended to PAW therefore needs $K\rho'$ in $D'$, wherever $D'$ is used (the orbital response and $\Lambda'$), and in the derivative of the fourth term of the force. Omitting it everywhere produces the error \eqref{main}.
